# Dose from a Constant Surface Concentration, and When Diffusivity Varies, part 2

Boron enters an initially boron-free silicon wafer at 1273 K from a source that fixes its surface concentration. We ask how the dose and depth change when the diffusivity depends on concentration.

Here $x$ is depth, $t$ time, $C$ the boron concentration, $C_s$ its surface value, $J$ the flux (positive into the silicon) and $Q$ the dose, in atoms per unit area. The junction depth $x_j$ is where $C$ equals the uniform donor background $C_B$.

The first half took a constant diffusivity $D$. With $\eta=x/(2\sqrt{Dt})$, it found

$$C=C_s\operatorname{erfc}\eta,\qquad Q=2C_s\sqrt{\frac{Dt}{\pi}},\qquad Q=2tJ(0,t),$$

where

$$\operatorname{erfc}\eta=\frac{2}{\sqrt\pi}\int_\eta^\infty e^{-s^2}ds\le\frac{e^{-\eta^2}}{\sqrt\pi\,\eta}\qquad(\eta>0).$$

For a diffusivity that varies with concentration, write

$$D_{\rm eff}(C)=D_i\,g(C),\qquad g(0)=1,$$

where $D_i$ is the earlier $D$. With $\eta=x/(2\sqrt{D_it})$, $C=C_sf(\eta)$ and a prime for differentiation by $\eta$,

$$(gf')'+2\eta f'=0,\qquad f(0)=1,\qquad f(\infty)=0,$$

$$Q=2C_s\sqrt{D_it}\;I,\qquad I=\int_0^\infty f\,d\eta .$$

So $Q\propto\sqrt t$ still holds, as does $Q=2tJ(0,t)$. The function $g$ for boron, an acceptor, is still to be found.

The dilute example has $D=1.5\times10^{-14}$ cm²/s, $t=3600$ s, $C_s=10^{18}$ cm⁻³ and $C_B=10^{15}$ cm⁻³. Constant diffusivity gives a dose of $8.29\times10^{12}$ cm⁻² and a junction at 342 nm. Direct numerical solutions balance the atoms in 600 cells spanning a depth of $12\sqrt{Dt}$.

The surface is taken as ideal. A source with finite transfer velocity $k$, for which $J(0,t)=k\,[C_s-C(0,t)]$, acts at late times like an extra silicon layer of thickness $D/k$; the illustration used $k=10^{-7}$ cm/s.

### A model for the acceptor

To find $g$, the carriers must be described. Let $p$ and $n$ be the hole and electron densities, and $n_i$ their common value in undoped silicon at the furnace temperature. Assume that all boron is ionized, that the silicon is locally neutral, and that the carriers are in equilibrium and dilute enough for $pn=n_i^2$. The small donor background is neglected beside $n_i$. Neutrality then requires

$$p=C+n=C+\frac{n_i^2}{p}\quad\Longrightarrow\quad p^2-Cp-n_i^2=0 ,$$

and the positive root is

$$p=\frac C2+\sqrt{\frac{C^2}{4}+n_i^2}.$$

The holes are most numerous near the surface and tend to diffuse inward. A field $E$ builds up until their drift cancels this diffusion. With hole mobility $\mu$, temperature $T$, Boltzmann constant $k_B$ and elementary charge $q$, the hole diffusivity is $\mu k_BT/q$, and zero hole flux means

$$\mu pE-\mu\frac{k_BT}{q}\frac{\partial p}{\partial x}=0\quad\Longrightarrow\quad E=\frac{k_BT}{q}\frac{\partial\ln p}{\partial x}.$$

Since $p$ falls with depth, $E$ is negative: it points towards the surface. The negative boron ion is pushed the other way, into the silicon.

The second ingredient is how readily the boron moves. It migrates with the help of point defects in the crystal. The model assumes that the helpful defects carry one positive charge and that their number is proportional to $p$. The boron diffusivity is then $D_ip/n_i$. The drift velocity of an ion of charge $-q$ is $-qE/(k_BT)$ times its diffusivity, so diffusion and drift together give

$$J=-\frac{D_ip}{n_i}\left(\frac{\partial C}{\partial x}+C\frac{\partial\ln p}{\partial x}\right)
=-\frac{D_i}{n_i}\left(p\frac{\partial C}{\partial x}+C\frac{\partial p}{\partial x}\right)
=-\frac{D_i}{n_i}\frac{\partial(Cp)}{\partial x}.$$

The compact form has a direct reading. A negative boron ion paired with a positive defect is neutral, and the number of such pairs is proportional to $Cp$ in this model. Neutral pairs feel no field, and the flux follows the gradient of their concentration.

### Effective diffusivity and its two limits

Since $p$ is a function of $C$, the flux has Fick's form with

$$g(C)=\frac{1}{n_i}\frac{d(Cp)}{dC}=\frac{1}{n_i}\left(p+C\frac{dp}{dC}\right).$$

Let $R=\sqrt{C^2/4+n_i^2}$, so that $p=C/2+R$. Then

$$\frac{dp}{dC}=\frac12+\frac{C}{4R}=\frac{R+C/2}{2R}=\frac{p}{2R},\qquad
g=\frac p{n_i}\left(1+\frac{C}{2R}\right).$$

The first factor comes from the defects and the second from the field. The field factor lies between 1 and 2, since $R>C/2$.

For $C\ll n_i$ we have $R\approx n_i$ and $p\approx n_i+C/2$. Each factor is then $1+C/(2n_i)$ to first order, and

$$g\approx1+\frac{C}{n_i}.$$

Defects and field contribute equally at this order. As $C/n_i\to0$ the diffusivity becomes constant, which identifies the regime of the first half: the boron must be dilute compared with the intrinsic carriers at the process temperature, not at room temperature.

For $C\gg n_i$ the holes nearly match the boron, $p\approx C$ and $R\approx C/2$, so

$$g\approx\frac{2C}{n_i}.$$

Here the diffusivity is proportional to the concentration itself.

### First correction to the dose

The dilute limit allows the change in dose to be calculated. Let $\varepsilon=C_s/n_i$ be small, put $g=1+\varepsilon f$, and expand $f=f_0+\varepsilon f_1$ with $f_0=\operatorname{erfc}\eta$. The terms of first order in $\varepsilon$ are

$$f_1''+2\eta f_1'=-(f_0f_0')',\qquad f_1(0)=f_1(\infty)=0 .$$

We need the area $I_1=\int_0^\infty f_1d\eta$, not $f_1$ itself. A suitable weight $\phi$ extracts it. Multiply the equation by $\phi(\eta)$ and integrate by parts until no derivative acts on $f_1$:

$$\int_0^\infty f_1\,[\phi''-2(\eta\phi)']\,d\eta=-\int_0^\infty\phi\,(f_0f_0')'d\eta .$$

The boundary terms vanish if $\phi(0)=0$ and $\phi$ stays bounded with its derivative, because $f_1$ and its slope decay rapidly at large $\eta$. If the square bracket equals 1, the left side is $I_1$. The choice

$$\phi=\tfrac12\left(e^{\eta^2}\operatorname{erfc}\eta-1\right)$$

does this. Write $\psi=e^{\eta^2}\operatorname{erfc}\eta$. Differentiation gives $\psi'-2\eta\psi=-2/\sqrt\pi$, a constant, so $\psi''-2(\eta\psi)'=0$. The remaining $-\tfrac12$ contributes $-2(-\tfrac12)=1$. Also $\phi(0)=0$, and the earlier bound on erfc shows that $\phi\to-\tfrac12$ at infinity.

One more integration by parts turns the right side into $\int\phi'f_0f_0'd\eta$. Define

$$h(\eta)=\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\operatorname{erfc}\eta .$$

Then $\phi'=\eta\psi-1/\sqrt\pi=-e^{\eta^2}h$. Since $f_0'=-(2/\sqrt\pi)e^{-\eta^2}$, the exponentials cancel:

$$I_1=\frac{2}{\sqrt\pi}\int_0^\infty h\operatorname{erfc}\eta\,d\eta .$$

Differentiating $h$ gives $-2\eta e^{-\eta^2}/\sqrt\pi-\operatorname{erfc}\eta+2\eta e^{-\eta^2}/\sqrt\pi=-\operatorname{erfc}\eta$. The integrand is therefore $-hh'$, and its integral is $h(0)^2/2=1/(2\pi)$. So $I_1=1/(\pi\sqrt\pi)$. Dividing by the leading value $1/\sqrt\pi$,

$$Q\approx2C_s\sqrt{\frac{D_it}{\pi}}\left(1+\frac{C_s}{\pi n_i}\right),\qquad C_s\ll n_i .$$

At the surface $g$ rises by $C_s/n_i$. Putting that surface diffusivity into the old formula would raise the dose by half as much, $C_s/(2n_i)$, because of the square root. The true coefficient $1/\pi$ is smaller than $1/2$: deeper atoms move through silicon with less boron, where the enhancement is weaker.

### The dilute example revisited

Take $n_i=7\times10^{18}$ cm⁻³, a rough value at 1273 K. Then $C_s/n_i=1/7$, and the correction predicts a dose larger by $1/(7\pi)=4.5\%$.

The full model was solved directly from empty silicon on the same 600 cells. At the surface $p/n_i=1.074$ and $g=1.150$. The dose is $8.67\times10^{12}$ cm⁻², larger than the constant-diffusivity result by 4.6%, close to the first-order estimate.

The extra boron is not spread evenly:

| Depth (nm) | $C$, constant $D$ (cm⁻³) | $C$, acceptor model (cm⁻³) |
|---:|---:|---:|
| 50 | $6.30\times10^{17}$ | $6.54\times10^{17}$ |
| 100 | $3.36\times10^{17}$ | $3.61\times10^{17}$ |
| 200 | $5.43\times10^{16}$ | $6.07\times10^{16}$ |
| 300 | $3.89\times10^{15}$ | $4.38\times10^{15}$ |

At 300 nm the concentration is up by about 13%, yet the junction moves from 342.0 to about 345.4 nm, about 1%. (The 600-cell values in the tail, $4.385\times10^{15}$ cm⁻³ at 300 nm and 345.5 nm for the junction, are slightly high because of the finite mesh.) The profile is steep there. From the erfc and its derivative, the concentration near the junction falls by roughly 3.4% per nanometre, so a rise of about 13% is used up in about 3.5 nm.

### A heavy source

Now raise the surface concentration to $10^{20}$ cm⁻³, keeping $D_i$, $n_i$, temperature, time and background fixed. The surface hole density is $14.4\,n_i$ and $g=28.6$, close to the limiting form $2C_s/n_i$. The results are:

| Quantity | Constant $D$ | Acceptor model |
|---|---:|---:|
| Dose (cm⁻²) | $8.29\times10^{14}$ | $3.49\times10^{15}$ |
| Junction depth (nm) | 459 | 758 |

The old formula gives less than a quarter of the model's dose. Inserting the surface diffusivity into it would err the other way: $\sqrt{28.6}\approx5.3$ times the constant-$D$ dose, against the 4.2 times found. No single value taken from the surface describes the whole profile.

The dose rises by a factor 4.2 but the junction depth by only 1.65, so the profile must be fuller. Dividing the dose by $C_sx_j$ confirms it: the ratio is 0.46 in the model and 0.18 for constant diffusivity. Where the concentration is high, atoms move easily and a gentle slope carries the flux. Towards the front the diffusivity drops, and a steeper slope is needed to carry a given flux.

The dependence on the source changes as well. When $C_s\gg n_i$, most of the dose lies where $D_{\rm eff}\approx D_s\,C/C_s$, with $D_s=2D_iC_s/n_i$. Measuring depth in units of $\sqrt{D_st}$ removes $C_s$ from the equation for $f$, hence

$$Q\propto C_s\sqrt{D_st}\propto C_s^{3/2}\sqrt t .$$

Between the dilute and heavy examples $C_s$ rises by a factor 100 and the model's dose by about 400. The rise is below the limiting factor 1000 because the dilute case is still in the linear regime.

The square root of time was tested in both cases by comparing the dose at one hour with that at a quarter of an hour. The ratios are 2.0001 and 2.0000. The relation $Q=2tJ(0,t)$ was also tested and holds within 1% in both. So the heavy source obeys the same law of time as the dilute one while its dose differs fourfold from the simple formula.

### Beside a real furnace

Boron predeposition near 1000 °C for times of the order of an hour is a real process, and the diffusivity used here is of the right rough size. The dilute value $C_s=10^{18}$ cm⁻³ is far below that of a heavy predeposition, which can reach about $10^{20}$ cm⁻³. The assumption that breaks there is constant diffusivity, and in the acceptor model this multiplies the dose by about 4. Even that model is incomplete at such concentrations: boron can form immobile clusters, and the holes are no longer dilute enough for $pn=n_i^2$ to be accurate. The heavy result shows the size of the effect and is not a calibrated prediction.

For the dilute source, the furnace itself matters as much as the concentration. Suppose the diffusivity follows $D_i\propto e^{-E_a/(k_BT)}$ with a rough activation energy $E_a=3.5$ eV. The dose varies as $\sqrt{D_i}$, so for a small error $\Delta T$

$$\frac{\Delta Q}{Q}\approx\frac{E_a}{2k_BT}\frac{\Delta T}{T}.$$

With $C_s$ held fixed, a furnace 5 K too hot raises the dose by about 6%, comparable with the roughly 5% from concentration dependence. An oxidizing ambient can inject point defects and speed up boron diffusion. If it doubled the diffusivity throughout, the dose would rise by $\sqrt2-1=41\%$.

These sizes set the use of the simple formula. Within the acceptor model, the dose correction $C_s/(\pi n_i)$ stays below about 5% when $C_s$ is below about $0.15\,n_i$. The bound is for the dose only: concentrations in the tail of the profile are then already about 13% above the erfc values. It holds for an inert ambient, a steady temperature, a background doping small beside $n_i$ and a source whose transfer layer $D/k$ is thin beside $\sqrt{Dt}$. A donor background comparable with $n_i$ lowers $p$, and with it the boron diffusivity, so the formula with $D_i$ then overestimates the dose. The full set of computed values is in the numerical output below.

## Numbers as computed

```
temperature = 1273 K
diffusivity D = 1.50e-14 cm2/s
time t = 3600 s
surface concentration Cs = 1.00e+18 cm^-3
background CB = 1.00e+15 cm^-3
intrinsic density ni = 7.00e+18 cm^-3
sqrt(D t) = 73.48 nm
2 sqrt(D t) = 146.97 nm
dose, formula = 8.2919e+12 cm^-2
dose, depth quadrature = 8.2919e+12 cm^-2
dose, integrated surface flux = 8.2919e+12 cm^-2
dose, direct solution = 8.2917e+12 cm^-2
dose at t/4, formula = 4.1459e+12 cm^-2
surface flux at t = 1.1516e+09 cm^-2 s^-1
largest profile error / Cs, direct solution = 1.3e-05
erfc^-1(CB/Cs) = 2.3268
junction depth, formula = 342.0 nm
junction depth, direct solution = 342.0 nm
depth (nm), C constant D (cm^-3), C acceptor model (cm^-3):
  50  6.304e+17  6.544e+17
  100  3.359e+17  3.612e+17
  200  5.429e+16  6.068e+16
  300  3.892e+15  4.385e+15
light case: Cs = 1.0e+18 cm^-3
  surface p/ni = 1.074
  surface D_eff/D = 1.150
  dose, acceptor model = 8.674e+12 cm^-2
  dose / constant-D formula = 1.046
  dose(t) / dose(t/4) = 2.0001
  junction depth, acceptor model = 345.5 nm
heavy case: Cs = 1.0e+20 cm^-3
  surface p/ni = 14.355
  surface D_eff/D = 28.572
  dose, acceptor model = 3.490e+15 cm^-2
  dose / constant-D formula = 4.210
  dose(t) / dose(t/4) = 2.0000
  junction depth, acceptor model = 757.8 nm
heavy case, constant-D dose = 8.292e+14 cm^-2
heavy case, constant-D junction = 459.0 nm
surface transfer velocity k = 1.0e-07 cm/s
equivalent layer D/k = 1.50 nm
dose loss from finite k = 1.79 %
activation energy of D = 3.5 eV
furnace error = +5 K
dose change from furnace error = 6.4 %
dose change if D doubles = 41.4 %
```
